# Linear vacuum divergence of the energy of a charged monolayer supercell, part 2

A charged defect in a two-dimensional material is modelled by a sheet repeated along its normal \(z\) with period \(L\). The question is how the energy per cell depends on \(L\). Gaussian units are used; \(e\) is the elementary charge, \(A\) the cell area and \(q\) the sheet's charge per cell. The assumptions are these.

1. The in-plane lattice and \(q\) are fixed while \(L\) changes.
2. The sheet's charge lies within \(|z|\le w\), where \(w\) does not depend on \(L\), and \(L>2w\).
3. A background of density \(-q/(AL)\) fills the whole cell, sheet and vacuum alike.
4. The electrostatic potential is periodic along \(z\), so the field has zero mean over the cell.

For an ideally thin sheet at \(z=0\), the field is odd in \(z\), with

\[
E_z(z)=\frac{2\pi q}{A}\left(1-\frac{2z}{L}\right),\qquad 0<z\le \frac L2 .
\]

**Lemma 2.** The laterally averaged part of the energy is

\[
U_L^{(0)}=\frac{\pi q^2L}{6A}-\frac{\pi}{A}\iint\lambda(z)\lambda(z')|z-z'|\,dz\,dz'
+\frac{2\pi\,(qM_2-d^2)}{AL},
\]

where \(\lambda(z)\) is the sheet's charge per unit length along \(z\) in one cell, \(d=\int z\lambda\,dz\) and \(M_2=\int z^2\lambda\,dz\).

**Theorem.** For a given charge distribution,

\[
U_L=\frac{\pi q^2}{6A}\,L+C+O(1/L)\qquad(L\to\infty),
\]

where \(C\) does not depend on \(L\). If the sheet responds to the field but its charge stays bound within \(|z|\le w\), its minimized total energy is

\[
\mathcal E_L=\frac{\pi q^2L}{6A}+\mathcal C+O(1/L),
\]

where \(\mathcal C\) includes the response and does not depend on \(L\).

The point-charge example has one charge \(+e\) per cell of a flat hexagonal lattice of period 2.12 nm. Its energy is −0.6561 eV at \(L=4\) nm. Its planar constant, −1.4309 eV, is the energy of one such plane neutralized by a uniform background confined to that plane. The "lateral remainder" in the numerical output is the \(L\)-dependent part of the energy due to lateral structure; it decays exponentially at large \(L\).

**Corollary.** Let the charge \(q\) lie on the mid-plane of a slab of thickness \(t\) whose permittivity normal to the plane is \(\varepsilon\). In this laterally averaged, linear model,

\[
E_{\rm slab}(L)=\frac{\pi q^2L}{6A}\left[\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\left(1-\frac tL\right)^3\right].
\]

*Proof.* The displacement field \(D\) responds to the free charge only, that is, to \(q\) and the background. It is odd in \(z\), so it equals the thin-sheet field, \(D=(2\pi q/A)(1-2z/L)\) for \(0<z\le L/2\). The electric field is \(D/\varepsilon\) in the slab and \(D\) outside. The energy of a linear dielectric, including the work of polarizing it, is \((A/8\pi)\int D^2/\varepsilon(z)\,dz\).

With \(x=1-2z/L\), the vacuum integral on one side is

\[
\int_{t/2}^{L/2}\left(1-\frac{2z}{L}\right)^2dz=\frac L2\int_0^{1-t/L}x^2\,dx=\frac L6\left(1-\frac tL\right)^3 .
\]

The slab holds the rest of the total \(L/6\), divided by \(\varepsilon\). Both sides together, with the prefactor \((A/8\pi)(2\pi q/A)^2=\pi q^2/(2A)\), give

\[
E_{\rm slab}=\frac{\pi q^2}{2A}\cdot\frac L3\left\{\left(1-\frac tL\right)^3+\frac1\varepsilon\left[1-\left(1-\frac tL\right)^3\right]\right\},
\]

which is the stated formula after collecting terms. \(\blacksquare\)

Expanding the cube shows how screening enters:

\[
E_{\rm slab}=\frac{\pi q^2}{6A}\left[L-\left(1-\frac1\varepsilon\right)\left(3t-\frac{3t^2}{L}+\frac{t^3}{L^2}\right)\right].
\]

The slope is unscreened. The constant is \(-\pi q^2t(1-1/\varepsilon)/(2A)\). It would therefore be wrong to divide the linear term by the permittivity of the material.

### Where the law ends: excess electrons

For a positive sheet, the vacuum is a region of higher potential energy for electrons, so the field does not draw them out. Mobile cations are pushed outward, however. For \(q=+2e\), moving one ion of charge \(+e\) to mid-vacuum reduces the linear term to one quarter, so at large \(L\) the bound structure is only a local minimum. A negative sheet behaves differently. Its excess electrons are repelled by the sheet and attracted by the positive background.

Take \(q=-e\). From the slab surface to mid-vacuum, the potential energy of an electron falls by

\[
\Delta=\frac{2\pi e^2}{A}\int_{t/2}^{L/2}\left(1-\frac{2z}{L}\right)dz
=\frac{\pi e^2L}{2A}\left(1-\frac tL\right)^2 ,
\]

because the integral is \((L/2)\int_0^{1-t/L}x\,dx=(L/4)(1-t/L)^2\). The drop grows with \(L\) without limit.

Let \(y\) be the distance from mid-vacuum. The background has density \(e/(AL)\), so the electron's potential energy there is \(2\pi e^2y^2/(AL)\) above its minimum. Setting this equal to \(\tfrac12m\omega^2y^2\) gives

\[
\omega=\sqrt{\frac{4\pi e^2}{mAL}} ,
\]

where \(m\) is the electron mass. The lowest vacuum level lies \(\tfrac12\hbar\omega\) above the bottom of the well.

Suppose that the highest occupied level of the sheet lies an energy \(B\) below the laterally averaged potential energy at the slab surface. In mean field, with \(B\) held fixed, charge begins to leave the sheet when the two levels cross:

\[
\Delta(L)-\tfrac12\hbar\omega(L)=B .
\]

Beyond this length a calculation can still keep all the charge on the sheet if its occupations are held fixed or its basis has no functions in the vacuum. Such a constrained state still follows the linear law, but it is not the ground state. The ground state has charge in the vacuum and a lower energy. Assumption 2 then fails, and the theorem says nothing about that state.

### Order of limits

The theorem keeps \(A\) fixed. If every length of a point-charge arrangement is multiplied by the same factor, each Coulomb energy is divided by that factor. Doubling both the in-plane period and \(L\), starting from 2.12 nm and 4 nm, changes the energy from −0.6561 eV to −0.3281 eV, one half to within rounding.

Thus the point-charge energy tends to zero when all dimensions grow in proportion. In that limit the linear term scales as \(L/A\), which is itself inversely proportional to length. The divergence appears when \(L\) grows faster than \(A\), as it does when only the vacuum is increased.

### Worked example: a silica sheet

The example is a singly charged defect, \(q=+e\), in a free-standing sheet of two-dimensional silica, SiO2. The parameters are rough: a hexagonal primitive period of 0.53 nm, a thickness of 0.60 nm, and a normal permittivity of 2.1 with clamped ions or 3.9 with relaxed ions. This is an electrostatic model, not an electronic-structure calculation of a particular defect.

A supercell of four by four primitive cells has period \(a=4\times0.53=2.12\) nm and area

\[
A=\frac{\sqrt3}{2}a^2=3.892\ \mathrm{nm^2}.
\]

With \(e^2=1.43996\) eV nm, the slope is

\[
\frac{\pi e^2}{6A}=\frac{\pi\times1.43996}{6\times3.8923}=0.1937\ \mathrm{eV/nm}.
\]

At \(L=4\) nm the linear term is 0.775 eV. For a doubly charged defect the slope is four times larger, 0.775 eV/nm.

The formation energy of a charged defect contains the supercell energy minus that of a neutral reference. The neutral energy has no linear term, since the theorem applies to it with \(q=0\). At fixed chemical potentials and fixed Fermi level, the uncorrected formation energy therefore inherits the full slope as \(L\to\infty\). At 1000 K the linear term alone multiplies the corresponding Boltzmann factor by 0.106 per added nanometre of vacuum, an almost tenfold fall in the predicted defect concentration for a reason unrelated to the material.

At ordinary cell sizes the \(1/L\) term can matter more than the linear one. In \(2\pi qM_2/(AL)\) the moment \(M_2\) runs over all nuclei and electrons of the sheet. For the 192 atoms of this silica supercell, superposed neutral atoms give \(M_2\approx-3.2\ e\,\)nm² and formal ions about \(-5\ e\,\)nm², so the term is roughly −2 to −3 eV at \(L=4\) nm. If the Fermi level is fixed relative to the vacuum level of the neutral sheet, this term stays in the formation energy, and going from 4 to 5 nm adds about 0.6 to 0.8 eV rather than 0.19 eV. If the Fermi level is instead referred to a band-edge eigenvalue of the neutral cell at the same \(L\), taken with the same zero-mean potential, that eigenvalue shifts by the opposite amount and the neutral-sheet part cancels.

**Screening.** At \(L=4\) nm the slab formula lowers the energy by 0.157 eV with clamped ions and by 0.222 eV with relaxed ions. These shifts are 20% and 29% of the linear term. For clamped ions the shift tends to −0.183 eV at large \(L\).

A numerical solution of Poisson's equation for the clamped-ion slab gives a slope of 0.1929 eV/nm between 8 and 16 nm. This is 0.4% below the asymptotic value. The term in \(3t^2/L\) accounts for the sign and size of the difference, since it raises the energy more at 8 nm than at 16 nm.

The slab model describes only the laterally averaged field. The planar constant of −1.43 eV was computed for point charges in vacuum, and its screening by the sheet is not included here.

**Thickness and dipole.** To illustrate the other terms of Lemma 2, take a deliberately asymmetric profile for the defect's net charge alone. It omits the neutral sheet, whose much larger second moment was estimated above. It has a lobe of \(+1.8e\) centred at \(z=0.10\) nm and a lobe of \(-0.8e\) centred at \(z=-0.15\) nm. Each has the shape of one arch of a squared cosine, which falls to zero at a distance from its centre of 0.20 nm for the first lobe and 0.15 nm for the second. Its moments are \(d=0.300\ e\,\)nm and \(M_2=0.0071\ e\,\)nm².

The double integral contributes +0.480 eV. It is positive here because the separated charges of opposite sign add field energy inside the sheet. The moment term at 4 nm is −0.048 eV. The sum,

\[
0.7748+0.4795-0.0482=1.2061\ \mathrm{eV},
\]

agrees with the energy obtained by integrating Gauss's law directly for this profile. For this profile the double integral is 62% of the linear term at 4 nm. It does not depend on \(L\), and the moment term vanishes as \(L\) grows, so the asymptotic slope is unchanged.

**Strength of the averaged field.** At \(L=4\) nm the laterally averaged field just outside the slab is 19.8 MV/cm. Just inside the surface it is 9.4 MV/cm with clamped ions and \(19.8/3.9=5.1\) MV/cm with relaxed ions. These are the smallest averaged fields in the slab. Next to the mid-plane, where \(D\) is 23.2 MV/cm, they rise to 11.1 and 6.0 MV/cm. The relaxed-ion values are the ones to compare with the rough breakdown field of 10 MV/cm for silica films, because breakdown is measured in slowly varying fields to which the ions respond.

A field of this size does not by itself mean that the calculated sheet breaks down. With clamped ions, the laterally averaged voltage between its mid-plane and its surface is 0.31 V, far below the rough band gap of 9 eV, so the averaged field does not tilt the bands enough to make them overlap. These averages include the defect's own field. They do not measure the artificial field acting on the defect, which for a point charge on the mid-plane vanishes at the charge itself by symmetry.

**Spill-out.** For the opposite charge, \(q=-e\), choose \(B=3.0\) eV. The level-crossing condition gives \(L=6.51\) nm. There \(\pi e^2/(2A)\) is three times the slope above, so

\[
\Delta=3\times0.19371\times6.508\left(1-\frac{0.60}{6.508}\right)^2=3.117\ \mathrm{eV},
\]

and subtracting the zero-point energy of 0.117 eV returns 3.00 eV. Solving the Schrödinger equation in the numerical vacuum potential, with hard walls at the slab surfaces, puts the lowest level 3.00 eV below the surface potential. The harmonic estimate is therefore adequate here. At 4 nm the drop is only 1.68 eV, and the electron stays on the sheet for this choice of \(B\). This \(B\) describes a deep level. The same condition gives \(L\approx4\) nm for \(B=1.5\) eV and \(L\approx2.9\) nm for \(B=0.9\) eV, roughly the electron affinity of bulk silica, so a weakly bound electron already leaves at ordinary cell sizes.

### Relation to real sheets and devices

Two-dimensional silica is known as a sheet two tetrahedra thick, and a bulk permittivity is only a rough description of so thin an object. The charge density of the example is also far from typical. One charge per 3.89 nm² is about \(2.6\times10^{13}\) cm⁻², whereas good gate oxides hold very roughly \(10^{10}\) to \(10^{12}\) cm⁻².

The assumption that a device breaks most directly is the uniform background, because its countercharge sits on electrodes or in nearby layers. Suppose that all of it lies on one metal gate at a distance \(b\) across vacuum. The field is then \(4\pi q/A\) between sheet and gate and zero elsewhere, and the laterally averaged energy is

\[
\frac{A}{8\pi}\left(\frac{4\pi q}{A}\right)^2b=\frac{2\pi q^2b}{A}.
\]

This is twelve times the supercell slope, or \(12\times0.19371=2.32\) eV per nanometre of gate distance at the same charge density. That energy is a physical charging energy set by the device geometry. The supercell term is set by a length chosen for the calculation.

### Consequence for corrections

Subtracting \(\pi q^2L/(6A)\) from a calculated energy removes the divergence when the charge is bound. What remains converges to \(\mathcal C\) with an error of order \(1/L\). For a real sheet this error is not small: the second moment of the neutral sheet makes it of order electronvolts at a few nanometres unless it is removed by aligning the potentials.

This limit is still the energy of a periodic array of defects at density \(1/A\), not that of one isolated defect. For point charges in vacuum at the present cell size, the array contributes −1.43 eV, and by the scaling argument this part falls only as \(1/a\). A correction for an isolated defect must therefore treat the lateral interaction and its screening as well as the linear term. The values used in this example are collected in the numerical output below.

## Numbers as computed

```
Coulomb constant e^2 (Gaussian): 1.43996 eV nm
Rough primitive period of silica sheet: 0.53 nm
Supercell repeats along each in-plane vector: 4
Supercell period a: 2.12 nm
Cell area A: 3.8923 nm^2
Slope pi e^2/(6A): 0.19371 eV/nm
Slope from 3D Ewald sums, L = 8 to 16 nm: 0.19371 eV/nm
Linear term at L = 4 nm: 0.7748 eV
Field-energy quadrature at L = 4 nm: 0.7748 eV
Reciprocal column sum at L = 4 nm: 0.7748 eV
Planar point-lattice constant: -1.4309 eV
L = 1 nm: Ewald energy -1.0908 eV, linear 0.1937 eV, lateral remainder 1.5e-01 eV
L = 2 nm: Ewald energy -1.0392 eV, linear 0.3874 eV, lateral remainder 4.4e-03 eV
L = 4 nm: Ewald energy -0.6561 eV, linear 0.7748 eV, lateral remainder 4.6e-06 eV
L = 8 nm: Ewald energy 0.1187 eV, linear 1.5497 eV, lateral remainder 5.2e-12 eV
L = 16 nm: Ewald energy 1.6684 eV, linear 3.0993 eV, lateral remainder 0.0e+00 eV
Largest shift on changing Ewald splitting: 4.4e-16 eV
L where point-charge energy changes sign: 7.387 nm
Ewald energy with a and L both doubled from L = 4 nm: -0.3281 eV
Energy added by 1 nm of vacuum, q = 2e: 0.7748 eV
Boltzmann factor per added nm, q = e, 1000 K: 0.1056
Test profile dipole d: 0.3000 e nm
Test profile second moment M2: 0.0071 e nm^2
Test profile thickness term: 0.4795 eV
Test profile 1/L term at L = 4 nm: -0.0482 eV
Test profile total energy at L = 4 nm: 1.2061 eV
Rough slab thickness t: 0.60 nm
Rough permittivity, ions clamped: 2.1
Rough permittivity, ions relaxed: 3.9
Screening shift at L = 4 nm, ions clamped: -0.1566 eV
Screening shift at L = 4 nm, ions relaxed: -0.2223 eV
Screening shift for L to infinity, ions clamped: -0.1826 eV
Numerical slope with slab, L = 8 to 16 nm: 0.19288 eV/nm
Field just outside slab at L = 4 nm: 19.76 MV/cm
Field just inside slab surface: 9.41 MV/cm
Rough breakdown field of silica: 10 MV/cm
Voltage across half the sheet at L = 4 nm: 0.3072 V
Rough band gap of silica: 9 eV
Voltage from surface to mid-vacuum at L = 4 nm: 1.6795 V
Chosen electron binding below surface potential: 3.0 eV
Vacuum-well zero-point energy at spill: 0.1167 eV
Spill length L for an excess electron: 6.508 nm
Diagonalized depth of vacuum level there: 2.999 eV
```
